# Oscillator Strength at the Filling Edge of a One-Dimensional Box: a program that tests the result

```python
"""
Result under test: N = 2M non-interacting electrons fill the lowest M levels
of a hard-walled one-dimensional box. The transition M -> M+1 has the axial
oscillator strength
    F = (8/pi^2) N^2 (N+2)^2 / (N+1)^3,
so its share F/N of the axial f-sum N tends to 8/pi^2.
Symbols: n, m = level numbers; k = m - n = jump; L = box length.
Axial strength f = (2 mass / hbar^2) * (energy difference) * |dipole length|^2.
The tests use hbar = mass = L = 1; the worked example uses eV and nm.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh_tridiagonal

LIMIT = 8 / np.pi**2


# ---------- derived formulas ----------
def dipole_formula(n, m):
    """Dipole length <m|x|n> / L for n different from m."""
    if (m - n) % 2 == 0:
        return 0.0
    return -8 / np.pi**2 * m * n / (m**2 - n**2)**2


def strength_formula(n, m):
    """Strength of n -> m for one electron."""
    if (m - n) % 2 == 0:
        return 0.0
    return 64 / np.pi**2 * m**2 * n**2 / (m**2 - n**2)**3


def edge_strength_formula(N):
    """Strength of highest occupied -> lowest empty, both spins."""
    return LIMIT * N**2 * (N + 2)**2 / (N + 1)**3


def group_share(N, k, strength):
    """Share of the f-sum in all allowed jumps by k levels (N even)."""
    M = N // 2
    first = max(1, M - k + 1)
    return sum(2 * strength(n, n + k) for n in range(first, M + 1)) / N


# ---------- road 1: finite-difference Hamiltonian ----------
intervals = 1000
step = 1 / intervals
grid = np.arange(1, intervals) * step
energies, vectors = eigh_tridiagonal(
    np.full(intervals - 1, 1 / step**2),
    np.full(intervals - 2, -0.5 / step**2))
dipoles = vectors.T @ (grid[:, None] * vectors)


def strength_grid(n, m):
    gap = energies[m - 1] - energies[n - 1]
    return 2 * gap * dipoles[m - 1, n - 1]**2


# Tolerances reflect the second-order error of the grid.
for N in (2, 4, 8, 20):
    M = N // 2
    gap_grid = energies[M] - energies[M - 1]
    assert abs(gap_grid / (np.pi**2 * (N + 1) / 2) - 1) < 5e-4
    assert abs(2 * strength_grid(M, M + 1)
               / edge_strength_formula(N) - 1) < 5e-4
for n, m in ((1, 4), (2, 5), (3, 8), (4, 6), (5, 2)):
    assert abs(strength_grid(n, m) - strength_formula(n, m)) < 5e-4
for k in (1, 3, 5, 7):
    assert abs(group_share(8, k, strength_grid)
               - group_share(8, k, strength_formula)) < 5e-4


# ---------- road 2: dipole operator acting on Slater determinants ----------
def determinant_spectrum(N):
    """Apply sum_i x_i to the ground determinant.
    Spin orbital p has level index p // 2 and spin p % 2.
    Returns a list of (excitation energy, amplitude)."""
    ground = tuple(range(N))
    amplitudes = {}
    for position, old in enumerate(ground):
        rest = ground[:position] + ground[position + 1:]
        for new in range(old % 2, 2 * len(energies), 2):
            if new in rest:
                continue                      # Pauli exclusion
            place = sum(p < new for p in rest)
            target = rest[:place] + (new,) + rest[place:]
            term = (-1)**(position + place) * dipoles[new // 2, old // 2]
            amplitudes[target] = amplitudes.get(target, 0.0) + term
    ground_energy = sum(energies[p // 2] for p in ground)
    return [(sum(energies[p // 2] for p in det) - ground_energy, amp)
            for det, amp in amplitudes.items()]


f_sum_grid = {}
for N in (2, 4, 8):
    spectrum = determinant_spectrum(N)
    f_sum_grid[N] = sum(2 * e * a**2 for e, a in spectrum)
    assert abs(f_sum_grid[N] / N - 1) < 1e-3
    edge_gap = energies[N // 2] - energies[N // 2 - 1]
    edge = [2 * e * a**2 for e, a in spectrum if abs(e - edge_gap) < 1e-3]
    assert len(edge) == 2                     # one determinant for each spin
    assert abs(sum(edge) / edge_strength_formula(N) - 1) < 5e-4

# ---------- road 3: quadrature of the dipole integral, large N ----------
fine_step = 1 / 200000
fine_x = np.arange(1, 200000) * fine_step


def dipole_quadrature(n, m):
    product = np.sin(n * np.pi * fine_x) * np.sin(m * np.pi * fine_x)
    return 2 * fine_step * np.sum(fine_x * product)


def strength_quadrature(n, m):
    return np.pi**2 * (m**2 - n**2) * dipole_quadrature(n, m)**2


for n, m in ((1, 2), (4, 5), (2, 7), (3, 5), (1, 5)):
    assert abs(dipole_quadrature(n, m) - dipole_formula(n, m)) < 1e-9

big_N = 2000
big_share = group_share(big_N, 1, strength_quadrature)
scaled_excess = (big_share / LIMIT - 1) * (big_N + 1)
assert abs(scaled_excess - 1) < 2e-3          # next term is of order 1/N
big_groups = {k: group_share(big_N, k, strength_quadrature)
              for k in (1, 3, 5)}
for k, share in big_groups.items():
    assert abs(share / (LIMIT / k**2) - 1) < 2e-3   # corrections of order 1/N

table_N = (2, 4, 8, 20, 100, 1000)
table = [group_share(N, 1, strength_quadrature) for N in table_N]
assert all(a > b for a, b in zip(table, table[1:])) and table[-1] > LIMIT
for N, share in zip(table_N, table):
    assert abs(share - edge_strength_formula(N) / N) < 1e-7

# Odd N: the top level holds one electron and one vacancy.
odd_N = 2001
top = (odd_N + 1) // 2
line_out = strength_quadrature(top, top + 1) / odd_N
line_in = strength_quadrature(top - 1, top) / odd_N
assert abs(line_out / (LIMIT / 2) - 1) < 2e-3
assert abs(line_in / (LIMIT / 2) - 1) < 2e-3

# ---------- worked example ----------
N, length = 8, 1.0e-9
M = N // 2
lowest = const.h**2 / (8 * const.m_e * length**2)
gap = (N + 1) * lowest
dipole = dipole_formula(M, M + 1) * length
F = 2 * (2 * const.m_e / const.hbar**2) * gap * dipole**2
assert abs(F / (2 * strength_grid(M, M + 1)) - 1) < 5e-4
shares = {k: group_share(N, k, strength_formula) for k in (1, 3, 5)}

print(f"Electrons N: {N}")
print(f"Box length L: {length * 1e9:.3f} nm")
print(f"Highest occupied level M: {M}")
print(f"Lowest level E_1: {lowest / const.e:.5f} eV")
print(f"Highest occupied level energy: {M**2 * lowest / const.e:.4f} eV")
print(f"Lowest empty level energy: {(M + 1)**2 * lowest / const.e:.4f} eV")
print(f"Gap: {gap / const.e:.4f} eV")
print(f"Wavelength: {const.h * const.c / gap * 1e9:.1f} nm")
print(f"Dipole length, one electron: {dipole * 1e9:.5f} nm")
print(f"Dipole length, singlet state: {np.sqrt(2) * dipole * 1e9:.5f} nm")
print(f"Strength F, both spins: {F:.4f} (no unit)")
print(f"Strength F from grid: {2 * strength_grid(M, M + 1):.4f} (no unit)")
print(f"f-sum from grid determinants: {f_sum_grid[N]:.4f} (no unit)")
print(f"Share F/N: {F / N:.4f} (no unit)")
for k, share in shares.items():
    print(f"Share of jumps k={k}, N={N}: {share:.4f} (no unit)")
print(f"Share of jumps k>=7, N={N}: {1 - sum(shares.values()):.4f} (no unit)")
print(f"Limit 8/pi^2: {LIMIT:.6f} (no unit)")
for count, share in zip(table_N, table):
    print(f"Share F/N by quadrature, N={count}: {share:.6f} (no unit)")
print(f"(N+1)*(share/limit - 1), N={big_N}: {scaled_excess:.5f} (no unit)")
for k, share in big_groups.items():
    print(f"Jumps k={k}, N={big_N}: {share:.5f};"
          f" limit {LIMIT / k**2:.5f} (no unit)")
print(f"Odd N={odd_N}, line out of top level: {line_out:.5f} (no unit)")
print(f"Odd N={odd_N}, line into top level: {line_in:.5f} (no unit)")
print(f"Limit 4/pi^2: {LIMIT / 2:.5f} (no unit)")
print("success")
```

Running it gives:

```
Electrons N: 8
Box length L: 1.000 nm
Highest occupied level M: 4
Lowest level E_1: 0.37603 eV
Highest occupied level energy: 6.0165 eV
Lowest empty level energy: 9.4008 eV
Gap: 3.3843 eV
Wavelength: 366.4 nm
Dipole length, one electron: -0.20014 nm
Dipole length, singlet state: -0.28304 nm
Strength F, both spins: 7.1161 (no unit)
Strength F from grid: 7.1159 (no unit)
f-sum from grid determinants: 7.9997 (no unit)
Share F/N: 0.8895 (no unit)
Share of jumps k=1, N=8: 0.8895 (no unit)
Share of jumps k=3, N=8: 0.0796 (no unit)
Share of jumps k=5, N=8: 0.0181 (no unit)
Share of jumps k>=7, N=8: 0.0128 (no unit)
Limit 8/pi^2: 0.810569 (no unit)
Share F/N by quadrature, N=2: 0.960675 (no unit)
Share F/N by quadrature, N=4: 0.933776 (no unit)
Share F/N by quadrature, N=8: 0.889514 (no unit)
Share F/N by quadrature, N=20: 0.847242 (no unit)
Share F/N by quadrature, N=100: 0.818515 (no unit)
Share F/N by quadrature, N=1000: 0.811378 (no unit)
(N+1)*(share/limit - 1), N=2000: 0.99950 (no unit)
Jumps k=1, N=2000: 0.81097; limit 0.81057 (no unit)
Jumps k=3, N=2000: 0.09011; limit 0.09006 (no unit)
Jumps k=5, N=2000: 0.03244; limit 0.03242 (no unit)
Odd N=2001, line out of top level: 0.40569 (no unit)
Odd N=2001, line into top level: 0.40528 (no unit)
Limit 4/pi^2: 0.40528 (no unit)
success
```
